# One Hopping Time and the Barton-Nakajima-Namikawa Conductivity Estimate

## A walk that takes back half of its diffusion

An ion hops on a cubic lattice with hop length $l$. Hops occur at random times with total rate $\nu=1/\tau_h$, counting all directions. With probability $1/3$ the ion reverses its last hop; otherwise it picks one of the six directions at random. The random choices average to zero, so if the last hop was $\mathbf u$, the next hop $\mathbf u'$ has mean $-\mathbf u/3$.

Let $\mathbf R$ be the displacement since $t=0$. A hop changes its square by $l^2+2\mathbf R\cdot\mathbf u'$. With $Y=\langle\mathbf R\cdot\mathbf u\rangle$,

$$\frac{d\langle R^2\rangle}{dt}=\nu\left(l^2-\tfrac23Y\right).$$

A hop also replaces $\mathbf R\cdot\mathbf u$ by $(\mathbf R+\mathbf u')\cdot\mathbf u'$, whose mean is $l^2-Y/3$. Subtracting the old value $Y$ gives

$$\frac{dY}{dt}=\nu\left(l^2-\tfrac43Y\right),\qquad Y(0)=0.$$

Hence $Y=\tfrac34l^2(1-e^{-4\nu t/3})$, and

$$\frac{d\langle R^2\rangle}{dt}=\nu l^2\left(\tfrac12+\tfrac12e^{-4\nu t/3}\right).$$

The spreading rate falls to half its initial value. Integration gives

$$\langle R^2\rangle=\tfrac12\nu l^2t+\tfrac38l^2\left(1-e^{-4\nu t/3}\right).$$

At long times the leading term is diffusion, and its first correction is the constant $\tfrac38l^2$. The two are equal at $t=3/(4\nu)$, which is also the memory time in the exponential. The leading term will give the dc conductivity and the correction the relaxation strength. Their equality at the memory time is the Barton-Nakajima-Namikawa (BNN) relation with coefficient one.

## General backward correlation

Now let the ion reverse its last hop with probability $b$, where $0<b<1$, and otherwise pick a direction at random. The mean next hop is then $-b\mathbf u$. Since the random choice can also point backward, the total chance of a backward hop is $b+(1-b)/6$. The same two balances read

$$\frac{d\langle R^2\rangle}{dt}=\nu(l^2-2bY),\qquad \frac{dY}{dt}=\nu[l^2-(1+b)Y].$$

The second has the solution

$$Y=\frac{l^2}{1+b}(1-e^{-t/\tau}),\qquad \tau=\frac1{(1+b)\nu}.$$

Inserting it in the first, and using $1-2b/(1+b)=(1-b)/(1+b)$,

$$\frac{d\langle R^2\rangle}{dt}=\nu l^2\left[\frac{1-b}{1+b}+\frac{2b}{1+b}e^{-t/\tau}\right].$$

The constant part is $6D_0$, where $D_0$ is the long-time diffusivity. The decaying part integrates to an offset $r^2$:

$$\langle R^2\rangle=6D_0t+r^2(1-e^{-t/\tau}),$$

$$D_0=\frac{\nu l^2}{6}\frac{1-b}{1+b},\qquad r^2=\nu l^2\frac{2b}{1+b}\tau=\frac{2b}{(1+b)^2}l^2.$$

For $t\gg\tau$ this is $6D_0t+r^2$, with an exponentially small remainder $-r^2e^{-t/\tau}$.

## From spreading to current

Switch on a weak uniform field $E$ along $x$ at $t=0$. The ions are classical, independent and initially in equilibrium, with phase-space density $\rho_0$. The force $qE$ adds to the density at the rate $-qE\,\partial\rho_0/\partial p_x$. Since $\rho_0\propto e^{-p_x^2/(2mk_BT)}$ in momentum, this equals $(qE/k_BT)v_x\rho_0$. To first order in $E$, each addition then evolves without the field. Adding the contributions of all earlier instants,

$$\langle v_x(t)\rangle_E=\frac{qE}{k_BT}\int_0^t\langle v_x(s)v_x(0)\rangle\,ds.$$

In equilibrium the velocity correlation depends on the time difference alone, so

$$\langle x^2(t)\rangle=2\int_0^t(t-s)\langle v_x(s)v_x(0)\rangle ds,$$

$$\frac{d\langle x^2\rangle}{dt}=2\int_0^t\langle v_x(s)v_x(0)\rangle ds.$$

The mean drift velocity is therefore $(qE/2k_BT)\,d\langle x^2\rangle/dt$. By isotropy $\langle x^2\rangle=\langle R^2\rangle/3$, and the drift displacement is

$$X(t)=\frac{qE}{6k_BT}\langle R^2(t)\rangle.$$

The hopping walk is taken as the coarse-grained equilibrium motion, with the memory held by the ion's surroundings. This is consistent with time reversal: running a pair of hops backwards changes $(\mathbf u,\mathbf u')$ into $(-\mathbf u',-\mathbf u)$, and a reversal remains a reversal. The relation between drift and spreading also needs the field to act on rates that obey detailed balance, with the state of the surroundings included. Merely weighting the conditional hop probabilities by $e^{\pm qEl/2k_BT}$ breaks this balance and would double the ratio $p$ found below.

With $n$ ions per volume, the current density after the step is $J=nq\,dX/dt$:

$$\frac{J(t)}E=\frac{nq^2}{6k_BT}\left[6D_0+\frac{r^2}{\tau}e^{-t/\tau}\right].$$

A field $E_0e^{i\omega t}$ is a succession of small steps $i\omega E_0e^{i\omega t'}dt'$. The complex conductivity is thus $i\omega$ times the integral of $(J/E)e^{-i\omega t}$ over positive times, with a vanishing damping factor for the constant part. The two parts give

$$i\omega\frac{6D_0}{i\omega}=6D_0,\qquad i\omega\frac{r^2/\tau}{i\omega+1/\tau}=\frac{i\omega r^2}{1+i\omega\tau}.$$

Therefore

$$\sigma^*(\omega)=\sigma_{dc}+\frac{i\omega\epsilon_0\Delta\epsilon}{1+i\omega\tau},$$

$$\sigma_{dc}=\frac{nq^2D_0}{k_BT},\qquad \epsilon_0\Delta\epsilon=\frac{nq^2r^2}{6k_BT}.$$

Here $E$ is the macroscopic field; local-field corrections are omitted. Dividing the second term of $\sigma^*$ by $i\omega\epsilon_0$ gives a permittivity $\Delta\epsilon/(1+i\omega\tau)$. Its loss, free of the dc contribution, is $\Delta\epsilon\,\omega\tau/(1+\omega^2\tau^2)$. The derivative with respect to $\omega$ is proportional to $1-\omega^2\tau^2$, so the peak lies at $\omega_p=1/\tau$.

## The ratio of the two terms

Define $p=\sigma_{dc}/(\epsilon_0\Delta\epsilon\,\omega_p)$. Density, charge and temperature cancel:

$$p=\frac{6D_0\tau}{r^2}=\frac{(1-b)/(1+b)}{2b/(1+b)}=\frac{1-b}{2b}.$$

Thus, in this model,

$$\sigma_{dc}=\frac{1-b}{2b}\,\epsilon_0\Delta\epsilon\,\omega_p.$$

The hopping rate multiplies both $\sigma_{dc}$ and $\omega_p$, while $\Delta\epsilon$ contains a length and no rate. This is the physical content of the scaling.

The low-frequency expansion shows the same comparison:

$$\sigma^*=\sigma_{dc}\left[1+\frac{i\omega}{p\omega_p}+O(\omega^2)\right].$$

In time, diffusion and offset are equal at $r^2/(6D_0)=\tau/p$. Both statements compare asymptotic terms; at the crossing itself the omitted remainder is a fraction $e^{-1/p}$ of the offset, which is negligible only when $p$ is small.

Near $b=1/3$, the derivative $dp/db=-1/(2b^2)=-9/2$ gives

$$p\simeq1-\tfrac92\left(b-\tfrac13\right).$$

At $b=0.4$ this first correction gives 0.70, against the full value 0.75. For weak memory, $p=1/(2b)-1/2$ diverges because the relaxation disappears while conduction remains. For nearly complete reversal, set $\delta=1-b$; then $p=\delta/[2(1-\delta)]\simeq\delta/2+\delta^2/2$, because conduction disappears while local motion remains. Between $b=0.2$ and $b=0.7$, $p$ falls from 2.0 to 0.21. "Order one" is therefore a condition on the memory, and a single hopping time does not guarantee it.

## A second case: two bond rates

Consider a chain of spacing $a$ whose bonds have alternating rates $w_1$ and $w_2$ in each direction. Let $s=+1$ on sites with the $w_1$ bond on their right and $s=-1$ on the others. The mean velocity from a site is $sa(w_1-w_2)$, so with $Z=\langle xs\rangle$,

$$\frac{d\langle x^2\rangle}{dt}=a^2(w_1+w_2)+2a(w_1-w_2)Z.$$

Every hop changes the sign of $s$. From $s=+1$, a right hop changes $xs$ by $-2x-a$ and a left hop by $-2x+a$. Weighted by their rates, these give $-2(w_1+w_2)x-a(w_1-w_2)$. From $s=-1$ the result is $+2(w_1+w_2)x-a(w_1-w_2)$. Together,

$$\frac{dZ}{dt}=-2(w_1+w_2)Z-a(w_1-w_2).$$

Starting from $Z=0$, with $\tau=1/[2(w_1+w_2)]$,

$$Z=-\frac{a(w_1-w_2)}{2(w_1+w_2)}(1-e^{-t/\tau}).$$

Substitution gives a constant spreading rate $4a^2w_1w_2/(w_1+w_2)$ and a decaying part of initial size $a^2(w_1-w_2)^2/(w_1+w_2)$. For one exponential, $p$ is the ratio of these, since the offset is the decaying part times $\tau$:

$$p=\frac{4w_1w_2}{(w_1-w_2)^2}.$$

As the ratio of the rates approaches one, the relaxation disappears and $p$ diverges. A rate ratio of 10 gives $p=0.49$; a ratio of 1000 gives 0.0040. At a ratio of 10 the BNN estimate is still right within a factor of about two. At a large ratio the fast bond sets the loss peak and the slow bond limits the dc current, so the estimate fails.

## Many bond rates

Disorder need not produce this failure. If mode $j$ contributes offset $s_j$ and decays at rate $\lambda_j$, its initial contribution to the spreading rate is $s_j\lambda_j$. Let $D_\infty$ be the short-time diffusivity and $\bar\lambda=\sum_js_j\lambda_j/\sum_js_j$. Then $6(D_\infty-D_0)=\bar\lambda\sum_js_j$, and

$$p=\frac{6D_0}{\omega_p\sum_js_j}=\frac{D_0}{D_\infty-D_0}\,\frac{\bar\lambda}{\omega_p}.$$

I diagonalized the hopping matrix of a periodic cubic lattice with nine sites per edge. Each bond had a symmetric barrier drawn uniformly between zero and $W$, and spectra were averaged over three samples. Raising $W$ from $5k_BT$ to $20k_BT$, with the top rate fixed, lowered $D_0$ by a factor of about 92. Yet $p$ was 2.4, 1.9, 1.5 and 1.5 at $W/k_BT=5$, 10, 15 and 20. With only three small samples, $p$ at the largest widths is uncertain by about 0.5, and the drop in $D_0$ by a few tens of percent. At these widths the loss peak also lies close to the slowest diffusive rate of the box, $D_0(2\pi/9a)^2$ for spacing $a$, so the lattice size affects $p$: at $W=20k_BT$, twelve samples with nine sites per edge give about 1.3, six sites per edge give about 0.9, and three samples with twelve sites per edge give about 1.3.

Over the same range $D_0/(D_\infty-D_0)$ fell from 1.3 to 0.024. At the largest width $\bar\lambda/\omega_p$ is therefore about 64 in these samples, a value as rough as that of $p$: fast local hops raise the mean rate far above the loss peak. A plausible reading, not proved by these small samples, is that the barriers limiting dc transport also place the peak.

## Numbers for a sodium-bearing glass

Take rough values in the regime of a sodium silicate glass of low soda content: $T=450$ K, $n=4\times10^{21}$ cm$^{-3}$, $l=0.30$ nm, attempt rate $10^{13}$ s$^{-1}$ and barrier 0.70 eV. The choice $b=0.4$ is illustrative. With $k_BT=0.03878$ eV,

$$\nu=10^{13}e^{-0.70/0.03878}\ \mathrm{s^{-1}}\simeq1.45\times10^5\ \mathrm{s^{-1}}.$$

The hopping time is 6.9 µs and the memory time is $6.9/1.4=4.9$ µs. The formulas for $D_0$ and $r$ give $9.30\times10^{-12}$ cm$^2$/s and 0.192 nm. With charge density $nq=641$ C/cm$^3$,

$$\sigma_{dc}=\frac{641\times9.30\times10^{-12}}{0.03878}\simeq1.54\times10^{-7}\ \mathrm{S/cm},$$

$$\Delta\epsilon=\frac{641\times(1.917\times10^{-8})^2}{6\times0.03878\times8.854\times10^{-14}}\simeq11.4.$$

The peak is at $\omega_p=2.03\times10^5$ rad/s, or 32 kHz. Setting $p=1$ would give

$$\epsilon_0\Delta\epsilon\,\omega_p\simeq2.05\times10^{-7}\ \mathrm{S/cm},$$

one third above the model conductivity, as $p=0.75$ requires.

Between 350 and 550 K, with all other parameters fixed, $\sigma_{dc}$ rises from $1.14\times10^{-9}$ to $3.35\times10^{-6}$ S/cm and $\omega_p$ from $1.17\times10^3$ to $5.39\times10^6$ rad/s. Meanwhile $\Delta\epsilon$ falls from 14.7 to 9.4 as $1/T$. The conductivity therefore grows by a smaller factor than the peak frequency.

## What a real sample changes

Independence is a doubtful assumption. At the mean ion spacing of 0.63 nm, with an assumed background permittivity of 7, the Coulomb energy is 0.33 eV, or $8.4k_BT$. Real glasses also have broader loss peaks than the Debye form. The random lattices gave $p$ between about 1 and 2.5, depending on width, sample and size. Its difference from the example's 0.75 does not measure the effect of disorder, because 0.75 follows from the illustrative choice of $b$. The effect of interactions on $p$ is not determined here. That $\sigma_{dc}$ and $\epsilon_0\Delta\epsilon\,\omega_p$ have the same order of magnitude in these examples is therefore not a prediction for a particular glass.

Blocking electrodes add a separate, slower polarization that must not be counted in $\Delta\epsilon$. The formal Debye length is 0.10 nm with permittivity $7+11.4$, or 0.06 nm with 7, below the ion spacing in either case, so dilute double-layer theory does not apply. As a rough replacement, take a layer of thickness $l$ at each electrode, with permittivity $\epsilon_s=7+11.4$. This picture is for small signals: such a layer, emptied of its ions, supports only about $nql^2/(2\epsilon_0\epsilon_s)\simeq0.18$ V when the uncompensated charge is spread uniformly through it. Two such capacitors in series, charged through a bulk of thickness $L$, give

$$f_{el}=\frac{1}{2\pi}\frac{2l\sigma_{dc}}{L\epsilon_0\epsilon_s}.$$

This is 0.018 Hz for 0.5 mm and 450 Hz for a 20 nm film. The loss peak lies above it by factors of $1.8\times10^6$ and 72, so the film leaves a much narrower window for reading the dc plateau.

Thin films also reach high fields. For a barrier midway along a hop, the difference of forward and backward rates varies as $\sinh(qEl/2k_BT)$. It exceeds its linear form by 10% at about 2.0 MV/cm, or 4 V across 20 nm if the field is uniform; with blocking electrodes it stays uniform only for times short compared with $1/(2\pi f_{el})\simeq0.35$ ms. This threshold is for identical barriers. A chain with unequal barriers and equal site energies keeps the same $\sinh$ form of the steady current. On the three-dimensional random lattice, however, the current leaves its linear form at lower fields and falls below it, by about 15% at $qEl/2k_BT=0.4$ (about 1 MV/cm here) for $W=20k_BT$, so 2.0 MV/cm is not a safe limit for the weak-field relation in a disordered film.

Numbers in the example were calculated in double precision.
